# The Largest Deflection of Arsenic in One Collision with Silicon

## Problem

An arsenic-75 ion, implanted into silicon, strikes a silicon-28 atom that is at rest. Through what largest angle can this single collision turn the ion, as measured in the laboratory? How is the energy shared when that happens?

Treat the silicon atom as free and the collision as elastic: the total kinetic energy is the same long before and long after it. The speeds are far below that of light. The force between the atoms is central and repulsive, and strong enough to turn back a head-on projectile in the centre-of-mass frame. For the masses, use the mass numbers 75 and 28.

## A tempting solution

Let the projectile have mass $m_1$ and initial speed $v$, and let the target have mass $m_2$. The centre of mass moves forward with speed

$$V=\frac{m_1v}{m_1+m_2},$$

which the collision cannot change, because total momentum is conserved. Seen from the centre of mass, the projectile arrives with speed

$$u=v-V=\frac{m_2v}{m_1+m_2},$$

and the target arrives from the opposite side with speed $V$.

In this frame the total momentum is zero. If the projectile leaves with speed $u'$, the target must therefore leave in the opposite direction with speed $m_1u'/m_2$. The kinetic energy in this frame is then

$$\frac12m_1u'^2+\frac12m_2\left(\frac{m_1u'}{m_2}\right)^2=\frac12m_1\left(1+\frac{m_1}{m_2}\right)u'^2 .$$

The laboratory kinetic energy is larger by $\frac12(m_1+m_2)V^2$, which is constant, so an elastic collision conserves the energy in this frame too. Hence $u'=u$. The collision only turns the projectile's velocity through some angle $\chi$, the centre-of-mass scattering angle.

Adding $V$ to the forward component returns us to the laboratory. With $w$ the final speed and $\theta$ the laboratory deflection,

$$w\cos\theta=V+u\cos\chi,\qquad w\sin\theta=u\sin\chi .$$

Now comes the tempting step. A large deflection needs a large sideways velocity. The sideways component $u\sin\chi$ is largest at $\chi=90^\circ$, where the forward component is $V$. This would give

$$\tan\theta=\frac{u}{V}=\frac{m_2}{m_1}=\frac{28}{75}=0.37333,$$

or $\theta\approx20.5^\circ$.

## Where it fails

The kinematics above is correct, and a collision with $\chi=90^\circ$ does deflect the ion by $20.5^\circ$. The fault lies in the choice of what to maximize. The deflection depends on the ratio of the sideways to the forward component, and the forward component also varies with $\chi$.

Dividing the two component equations, and then dividing numerator and denominator by $u$, gives

$$\tan\theta=\frac{\sin\chi}{\cos\chi+m_1/m_2},$$

since $V/u=m_1/m_2$. The quotient rule gives

$$\frac{d\tan\theta}{d\chi}
=\frac{\cos\chi\,(\cos\chi+m_1/m_2)+\sin^2\chi}{(\cos\chi+m_1/m_2)^2}
=\frac{1+(m_1/m_2)\cos\chi}{(\cos\chi+m_1/m_2)^2}.$$

At $\chi=90^\circ$ this equals $(m_2/m_1)^2$, which is positive, so the deflection is still growing there. The reason can be read from the components. Slightly beyond $90^\circ$ the sideways component has fallen only to second order in the extra angle, while the forward component has fallen to first order. The ion loses forward speed faster than sideways speed, and its path becomes steeper.

## Solution

**The bound.** To find the largest angle without guessing $\chi$, eliminate $\chi$. Move $V$ to the left in the forward equation, then square and add the two equations:

$$(w\cos\theta-V)^2+(w\sin\theta)^2=u^2(\cos^2\chi+\sin^2\chi)=u^2 .$$

This is a circle of radius $u$ in the plane of final velocities, centred a distance $V$ ahead of the origin. Expanding the left side and using $\cos^2\theta+\sin^2\theta=1$ gives

$$w^2-2wV\cos\theta+V^2-u^2=0 .$$

For a heavier projectile, $m_1>m_2$, we have $V>u$, so $V^2-u^2$ is positive. If $\cos\theta$ were zero or negative, no term on the left would be negative and the last would be positive, so the sum could not vanish. The ion therefore always keeps some forward motion, and $\theta<90^\circ$.

Solving the quadratic for the speed gives

$$w=V\cos\theta\pm\sqrt{V^2\cos^2\theta-V^2+u^2}
=V\cos\theta\pm\sqrt{u^2-V^2\sin^2\theta}.$$

A real speed requires $V^2\sin^2\theta\le u^2$, that is,

$$\sin\theta\le\frac{u}{V}=\frac{m_2}{m_1}.$$

The mass ratio of the tempting solution returns, but as a sine instead of a tangent.

**The collision that reaches it.** At equality the square root vanishes and $w=V\cos\theta_{\max}$. Geometrically, the line from the origin touches the circle. The forward equation then gives

$$u\cos\chi=w\cos\theta_{\max}-V=V(\cos^2\theta_{\max}-1)=-V\sin^2\theta_{\max}.$$

Since $V\sin\theta_{\max}=u$, the right side is $-u\sin\theta_{\max}$, and so

$$\cos\chi=-\sin\theta_{\max}=-\frac{m_2}{m_1},\qquad \chi=90^\circ+\theta_{\max}.$$

This is also where the derivative found above vanishes.

It remains to show that some collision has this $\chi$. Let $b$ be the impact parameter, the distance by which the undeflected path would miss the target's centre. At $b=0$ the projectile is turned back in the centre-of-mass frame, so $\chi=180^\circ$. At large $b$ the force is negligible and $\chi$ tends to zero. For a smooth repulsive force, both the potential and the centrifugal term decrease with distance. The atoms therefore have a single turning point and cannot be caught circling each other, and $\chi$ varies continuously with $b$. It must pass through the required value, so the bound is attained:

$$\boxed{\sin\theta_{\max}=\frac{m_2}{m_1}}$$

For arsenic on silicon,

$$\theta_{\max}=\arcsin\frac{28}{75}=\arcsin 0.37333=0.3826\ \text{rad}=21.9^\circ,$$

with $\chi=111.9^\circ$.

The use of mass numbers does not affect the angles quoted to a tenth of a degree, but it does affect the fourth digit: with the actual atomic masses, 74.9216 and 27.9769, the ratio is 0.37342, $\theta_{\max}=0.3827$ rad $=21.93^\circ$, and the energy fractions found below become 0.4562 and 0.5438. Both atomic masses, in atomic mass units, lie roughly 0.1 percent below the mass numbers, so most of the error cancels in the ratio. Even a change of the ratio by 0.1 percent either way would leave the angle between $21.898^\circ$ and $21.944^\circ$.

## Sharing of the energy

With the square root zero, $w^2=V^2\cos^2\theta_{\max}=V^2-u^2$. The fraction of its energy that the ion keeps is therefore

$$\frac{w^2}{v^2}=\frac{m_1^2-m_2^2}{(m_1+m_2)^2}=\frac{m_1-m_2}{m_1+m_2}=\frac{47}{103}=0.4563 .$$

The silicon atom receives the rest,

$$1-\frac{m_1-m_2}{m_1+m_2}=\frac{2m_2}{m_1+m_2}=\frac{56}{103}=0.5437 .$$

A 100 keV ion thus leaves with 45.6 keV and hands over 54.4 keV.

The recoil direction follows from the same change of frame. In the centre-of-mass frame the target leaves with speed $V$, opposite to the projectile. Its laboratory velocity has forward component $V(1-\cos\chi)$ and a sideways component of magnitude $V\sin\chi$, on the other side of the beam from the ion. Its angle $\phi$ to the beam obeys

$$\tan\phi=\frac{\sin\chi}{1-\cos\chi}
=\frac{2\sin(\chi/2)\cos(\chi/2)}{2\sin^2(\chi/2)}
=\cot\frac{\chi}{2},$$

so $\phi=90^\circ-\chi/2=45^\circ-\theta_{\max}/2=34.0^\circ$.

## What actual trajectories show

The limit contains neither the energy nor the force. This was tested by integrating Newton's equations for both atoms in the laboratory frame and searching over $b$ for the largest deflection. One force came from the screened Coulomb potential, in Hartree atomic units,

$$U(r)=\frac{Z_1Z_2}{r}e^{-r/a},\qquad a=\frac{1}{\sqrt{Z_1^{2/3}+Z_2^{2/3}}},$$

with nuclear charges $Z_1=33$ and $Z_2=14$, which give $a=0.249$ bohr. This is a model of the repulsion between the atoms. The other force came from a Gaussian potential hill, chosen because its shape is quite different.

The largest deflection was found at these impact parameters:

- screened Coulomb, 100 keV: $b=0.084$ bohr;
- screened Coulomb, 20 keV: $b=0.189$ bohr;
- Gaussian, 100 keV: $b=0.120$ bohr.

In all three cases the angle was $21.92^\circ$. As long as a head-on projectile is turned back in the centre-of-mass frame, the force and the energy decide which collision reaches the limit, but not where the limit lies.

Single trajectories at 100 keV with the screened force also expose the tempting solution. At $b=0.10$ bohr the scattering angle is $\chi=101.7^\circ$ and the deflection is $21.58^\circ$, already above the supposed maximum of $20.5^\circ$.

Below the limit, the two signs of the square root describe two different collisions with the same deflection. A nearly matching pair appears among the trajectories. At $b=0.40$ bohr the ion is deflected by $5.5^\circ$ and keeps 0.987 of its speed; at $b=0.01$ bohr it is deflected by $5.2^\circ$ and keeps only 0.461. A small deflection can thus mean either a distant, gentle encounter or a nearly head-on one. The numerical output lists these trajectories.

## Limiting cases and limits of validity

**Head-on collision.** Here $\chi=180^\circ$, and the ion continues straight ahead with speed $V-u=v(m_1-m_2)/(m_1+m_2)$. It keeps the energy fraction $(47/103)^2=0.208$, less than at the largest deflection. Of these two collisions, the one that transfers more energy turns the ion less.

**Very heavy projectile.** When $m_2/m_1$ is small, the sine may be replaced by the angle, and $\theta_{\max}\approx m_2/m_1$ in radians. For arsenic on silicon this gives 0.373 instead of 0.383, about 2 percent below the full result.

**Equal masses.** Now $V=u$, and the quadratic reduces to $w=2V\cos\theta$ for a moving projectile. The deflection can approach $90^\circ$, but the speed tends to zero as it does so.

**Lighter projectile.** If $m_1<m_2$, then $u>V$ and the circle encloses the origin. Every direction is then possible. Silicon striking arsenic head-on returns along its path, a deflection of $180^\circ$, as the integrated trajectory confirms.

**Energy lost to electrons.** Suppose that the collision also excites electrons, with negligible momentum carried away and the atomic masses unchanged. Then $V$ is the same, but the projectile leaves the centre of mass with a speed $u'<u$. The circle shrinks, and the same algebra gives $\sin\theta\le u'/V<m_2/m_1$. The elastic value is then an upper bound.

**Several collisions.** The limit holds for one collision with one atom at rest. Successive deflections can add, so an arsenic ion travelling through silicon may end up moving at more than $21.9^\circ$ to its original direction.

## Computed values

```
Mass numbers: As 75, Si 28
Mass ratio m2/m1: 0.37333
Centre-of-mass speed V/v: 0.72816
Projectile speed in that frame u/v: 0.27184
theta_max: 21.921 degrees
theta_max: 0.38260 rad
chi at the limit: 111.921 degrees
Recoil angle at the limit: 34.039 degrees
Final projectile speed w/v at the limit: 0.67551
Energy fraction kept by As: 0.45631
Energy fraction given to Si: 0.54369
Initial energy in the example: 100.0 keV
As energy after the collision: 45.63 keV
Si energy after the collision: 54.37 keV
theta_max, ratio changed by -0.1 percent: 21.898 degrees
theta_max, ratio changed by +0.1 percent: 21.944 degrees
Screening length: 0.2492 bohr
Trajectories at 100 keV, screened Coulomb force:
b (bohr), chi (degrees), theta (degrees), w/v
0.01, 171.11, 5.226, 0.4615
0.03, 153.63, 13.989, 0.4994
0.06, 129.24, 20.734, 0.5947
0.10, 101.71, 21.580, 0.7237
0.15, 75.64, 18.315, 0.8380
0.25, 43.48, 11.428, 0.9441
0.40, 20.45, 5.519, 0.9874
Gaussian height: 5000 hartree
Gaussian width: 0.2 bohr
Largest deflection found by search over b:
screened Coulomb, 100 keV: b = 0.0841 bohr, theta = 21.921 degrees
screened Coulomb, 20 keV: b = 0.1891 bohr, theta = 21.921 degrees
Gaussian, 100 keV: b = 0.1204 bohr, theta = 21.921 degrees
Head-on As on Si: theta = 0.0 degrees
Head-on As on Si: energy fraction kept = 0.20822
Head-on Si on As: theta = 180.0 degrees
```
